**Projected broken-symmetry coupling against exact-exchange fraction**

The program treats two magnetic sites joined by a filled bridge, with hopping t, magnetic-site repulsion U, charge-transfer cost Δ and semilocal delocalization error s. For exact-exchange fraction a, it tests the weak-hopping law J = −(2t⁴/D²)[1/(U−w) + 1/D], where w = (1−a)sU, D = Δ − w/2 and H_spin = −2J S_L·S_R. It asserts that the relative error of this law shrinks with t, using self-consistent determinants, and that at a = 1 and t = 0.05 eV the law agrees with full diagonalization to within 1%. It also compares the determinants' Hartree-Fock energies and ⟨S²⟩ with explicit many-electron states, and the slope of the energy gap with finite differences. On a grid of eleven fractions it asserts that |J| falls for s = 0.5 and for a Dirac-like exchange, and rises for s = −0.5. In the worked example |J| falls from 3.55 meV at a = 0 to 0.983 meV at a = 1. Full diagonalization of the same model gives |J| = 0.987 meV.

## Numerical verification

```python
"""
Result under test: two magnetic sites L, R joined by a filled bridge B
(four electrons, three orbitals).  With H_spin = -2 J S_L.S_R, the
broken-symmetry coupling with Yamaguchi projection,
    J = -(E_HS - E_BS) / (<S^2>_HS - <S^2>_BS),
is for weak hopping
    J = -(2 t^4 / D^2) * (1/(U - w) + 1/D),
    w = (1 - a) s U,   D = Delta - w/2,
so |J| falls as the exact-exchange fraction a grows, if s > 0.
t: hopping; U: repulsion on L and R; Delta: cost of moving an electron
from B to L or R; s: delocalization error of the model semilocal exchange
f(n) = s n + (1 - s) n^2, which replaces n^2 in exact exchange.
HS: high spin (3 up, 1 down); BS: broken symmetry (2 up, 2 down).
Energies are in eV inside the program.
"""
import numpy as np
from scipy import constants

U, DELTA, HOP, S_ERR = 8.0, 6.0, 0.5, 0.5
MAGNETIC = np.array([1.0, 0.0, 1.0])
EV_TO_CM = constants.e / (constants.h * constants.c * 100.0)


def quadratic_exchange(s):
    return (lambda n: s * n + (1 - s) * n**2,
            lambda n: s + 2 * (1 - s) * n)


DIRAC_LIKE = (lambda n: np.maximum(n, 0.0)**(4 / 3),
              lambda n: 4 / 3 * np.cbrt(np.maximum(n, 0.0)))
STANDARD = quadratic_exchange(S_ERR)


def one_body(t):
    return np.array([[0.0, -t, 0.0],
                     [-t, U - DELTA, -t],
                     [0.0, -t, 0.0]])


def hybrid_energy(density_matrices, t, a, exchange):
    f = exchange[0]
    occ = np.array([np.diag(p) for p in density_matrices])
    kinetic_and_site = sum(np.sum(one_body(t) * p) for p in density_matrices)
    hartree = 0.5 * U * np.sum(MAGNETIC * occ.sum(axis=0)**2)
    exch = -0.5 * U * np.sum(MAGNETIC * (a * occ**2 + (1 - a) * f(occ)))
    return kinetic_and_site + hartree + exch


def solve(state, t, a, exchange=STANDARD):
    """Self-consistent determinant: energy, spin occupations, orbitals."""
    if state == "HS":
        counts = (3, 1)
        occ = np.array([[1.0, 1.0, 1.0], [0.0, 1.0, 0.0]])
    else:
        counts = (2, 2)
        occ = np.array([[1.0, 1.0, 0.0], [0.0, 1.0, 1.0]])
    slope = exchange[1]
    for _ in range(3000):
        orbitals, matrices = [], []
        for spin in range(2):
            potential = MAGNETIC * U * (
                occ.sum(axis=0) - a * occ[spin]
                - 0.5 * (1 - a) * slope(occ[spin]))
            _, vectors = np.linalg.eigh(one_body(t) + np.diag(potential))
            filled = vectors[:, :counts[spin]]
            orbitals.append(filled)
            matrices.append(filled @ filled.T)
        new = np.array([np.diag(p) for p in matrices])
        change = np.max(np.abs(new - occ))
        if change < 1e-13:
            break
        occ = 0.5 * (occ + new)
    assert change < 1e-13, "self-consistency not reached"
    return hybrid_energy(matrices, t, a, exchange), new, orbitals


def spin_square(orbitals):
    up, down = orbitals
    sz = 0.5 * (up.shape[1] - down.shape[1])
    return sz * (sz + 1) + down.shape[1] - np.sum((up.T @ down)**2)


def coupling(t, a, exchange=STANDARD):
    """Projected J, energy gap E_HS - E_BS and <S^2> of the BS state."""
    e_hs, _, orb_hs = solve("HS", t, a, exchange)
    e_bs, _, orb_bs = solve("BS", t, a, exchange)
    s2_hs, s2_bs = spin_square(orb_hs), spin_square(orb_bs)
    return -(e_hs - e_bs) / (s2_hs - s2_bs), e_hs - e_bs, s2_bs


def leading_coupling(t, a, s=S_ERR):
    w = (1 - a) * s * U
    d = DELTA - w / 2
    return -(2 * t**4 / d**2) * (1 / (U - w) + 1 / d)


# Full Fock space: mode = 3 * spin + site, Jordan-Wigner representation.
lower, parity = np.array([[0.0, 1.0], [0.0, 0.0]]), np.diag([1.0, -1.0])
annihilate = []
for mode in range(6):
    operator = np.eye(1)
    for k in range(6):
        factor = parity if k < mode else (lower if k == mode else np.eye(2))
        operator = np.kron(operator, factor)
    annihilate.append(operator)
number = [c.T @ c for c in annihilate]
n_total = sum(number)
s_z = 0.5 * (sum(number[:3]) - sum(number[3:]))
s_plus = sum(annihilate[i].T @ annihilate[3 + i] for i in range(3))
S2_OPERATOR = s_plus.T @ s_plus + s_z @ s_z + s_z


def full_hamiltonian(t):
    h = one_body(t)
    result = U * (number[0] @ number[3] + number[2] @ number[5])
    for spin in range(2):
        for i in range(3):
            for j in range(3):
                result = result + h[i, j] * (
                    annihilate[3 * spin + i].T @ annihilate[3 * spin + j])
    return result


def lowest(t, sz):
    keep = np.where((np.abs(np.diag(n_total) - 4) < 1e-9)
                    & (np.abs(np.diag(s_z) - sz) < 1e-9))[0]
    return np.linalg.eigvalsh(full_hamiltonian(t)[np.ix_(keep, keep)])[0]


def reference_coupling(t):
    return 0.5 * (lowest(t, 0) - lowest(t, 1))


def determinant(orbitals):
    state = np.zeros(64)
    state[0] = 1.0
    for spin in range(2):
        for column in orbitals[spin].T:
            creator = sum(column[i] * annihilate[3 * spin + i].T
                          for i in range(3))
            state = creator @ state
    return state


# Determinant energies and spins against explicit many-electron states.
H_FULL = full_hamiltonian(HOP)
for label in ("HS", "BS"):
    energy, _, orbs = solve(label, HOP, 1.0)
    psi = determinant(orbs)
    assert abs(psi @ psi - 1) < 1e-10
    assert abs(psi @ H_FULL @ psi - energy) < 1e-10
    assert abs(psi @ S2_OPERATOR @ psi - spin_square(orbs)) < 1e-10

# The spin parts of the BS determinant test the basis of the projection.
e_hs_full = solve("HS", HOP, 1.0)[0]
psi = determinant(solve("BS", HOP, 1.0)[2])
triplet = 0.5 * S2_OPERATOR @ psi
singlet = psi - triplet
triplet_weight = triplet @ triplet
e_triplet = triplet @ H_FULL @ triplet / triplet_weight
e_singlet = singlet @ H_FULL @ singlet / (singlet @ singlet)
j_components = 0.5 * (e_singlet - e_triplet)
j_full, gap_full, _ = coupling(HOP, 1.0)
assert abs(e_triplet - e_hs_full) < 0.02 * gap_full
assert abs(j_components / j_full - 1) < 0.03

# No sampled determinant with two up and two down electrons lies lower.
e_bs_zero, _, orbs_zero = solve("BS", HOP, 0.0)
holes = [np.linalg.eigh(c @ c.T)[1][:, 0] for c in orbs_zero]
rng = np.random.default_rng(7)
for trial in range(3000):
    size = (0.01, 0.1, 1.0, 10.0)[trial % 4]
    trial_matrices = []
    for hole in holes:
        v = hole + size * rng.normal(size=3)
        v /= np.linalg.norm(v)
        trial_matrices.append(np.eye(3) - np.outer(v, v))
    assert (hybrid_energy(trial_matrices, HOP, 0.0, STANDARD)
            > e_bs_zero - 1e-10)

# Leading-order law: the relative error must vanish with the hopping.
for a in (0.0, 0.25, 0.5, 1.0):
    errors = [abs(coupling(t, a)[0] / leading_coupling(t, a) - 1)
              for t in (0.1, 0.05)]
    assert errors[1] < 0.01 and errors[1] < 0.3 * errors[0]
assert abs(reference_coupling(0.05) / leading_coupling(0.05, 1.0) - 1) < 0.01

# The projected coupling falls along a fine grid of exchange fractions.
fractions = np.linspace(0, 1, 11)
magnitudes = [abs(coupling(HOP, a)[0]) for a in fractions]
assert np.all(np.diff(magnitudes) < 0)
dirac = [abs(coupling(HOP, a, DIRAC_LIKE)[0]) for a in fractions]
assert np.all(np.diff(dirac) < 0)
reverse = [abs(coupling(HOP, a, quadratic_exchange(-0.5))[0])
           for a in fractions]
assert np.all(np.diff(reverse) > 0)

# Mechanism: fractional occupations determine the slope of the gap.
A_TEST, STEP = 0.25, 1e-3
fractional = {}
for label in ("HS", "BS"):
    occ = solve(label, HOP, A_TEST)[1]
    fractional[label] = np.sum(MAGNETIC * occ * (1 - occ))
slope_formula = 0.5 * S_ERR * U * (fractional["HS"] - fractional["BS"])
slope_numeric = (coupling(HOP, A_TEST + STEP)[1]
                 - coupling(HOP, A_TEST - STEP)[1]) / (2 * STEP)
assert abs(slope_formula / slope_numeric - 1) < 1e-4
assert fractional["BS"] > fractional["HS"]

print(f"hopping t = {HOP:.2f} eV")
print(f"repulsion U = {U:.2f} eV")
print(f"charge-transfer cost Delta = {DELTA:.2f} eV")
print(f"delocalization error s = {S_ERR:.2f} (no unit)")
print("energies w, D, U-w in eV; gap = E_HS-E_BS and J in meV")
for a in (0.0, 0.25, 0.5, 0.75, 1.0):
    w = (1 - a) * S_ERR * U
    j, gap, s2_bs = coupling(HOP, a)
    print(f"a={a:.2f}: w={w:.3f}, D={DELTA - w / 2:.3f}, U-w={U - w:.3f}")
    print(f"  gap={1e3 * gap:.4f} meV, <S^2>_BS={s2_bs:.5f}")
    print(f"  J projected={1e3 * j:.4f} meV = {j * EV_TO_CM:.3f} cm^-1")
    print(f"  J leading order={1e3 * leading_coupling(HOP, a):.4f} meV")
j_ref = reference_coupling(HOP)
print(f"J full diagonalization = {1e3 * j_ref:.4f} meV")
print(f"  the same = {j_ref * EV_TO_CM:.3f} cm^-1")
print(f"ratio |J(a=0)|/|J(a=1)| = {magnitudes[0] / magnitudes[-1]:.3f}")
print(f"triplet weight in BS, a=1: {triplet_weight:.5f}")
print(f"triplet part minus E_HS, a=1: {1e3 * (e_triplet - e_hs_full):.5f} meV")
print(f"J from spin parts of BS, a=1: {1e3 * j_components:.4f} meV")
print(f"F=sum n(1-n), a=0.25: HS {fractional['HS']:.6f}")
print(f"F=sum n(1-n), a=0.25: BS {fractional['BS']:.6f}")
print(f"gap slope from F, a=0.25: {1e3 * slope_formula:.4f} meV")
print(f"gap slope by differences: {1e3 * slope_numeric:.4f} meV")
print(f"Dirac-like f: |J| at a=0: {1e3 * dirac[0]:.4f} meV")
print(f"Dirac-like f: |J| at a=1: {1e3 * dirac[-1]:.4f} meV")
print(f"s=-0.5: |J| at a=0: {1e3 * reverse[0]:.4f} meV")
print(f"s=-0.5: |J| at a=1: {1e3 * reverse[-1]:.4f} meV")
print("no test failed")
```

It prints:

```
hopping t = 0.50 eV
repulsion U = 8.00 eV
charge-transfer cost Delta = 6.00 eV
delocalization error s = 0.50 (no unit)
energies w, D, U-w in eV; gap = E_HS-E_BS and J in meV
a=0.00: w=4.000, D=4.000, U-w=4.000
  gap=3.5566 meV, <S^2>_BS=0.99795
  J projected=-3.5494 meV = -28.627 cm^-1
  J leading order=-3.9062 meV
a=0.25: w=3.000, D=4.500, U-w=5.000
  gap=2.4359 meV, <S^2>_BS=0.99886
  J projected=-2.4331 meV = -19.624 cm^-1
  J leading order=-2.6063 meV
a=0.50: w=2.000, D=5.000, U-w=6.000
  gap=1.7439 meV, <S^2>_BS=0.99931
  J projected=-1.7427 meV = -14.056 cm^-1
  J leading order=-1.8333 meV
a=0.75: w=1.000, D=5.500, U-w=7.000
  gap=1.2919 meV, <S^2>_BS=0.99956
  J projected=-1.2913 meV = -10.415 cm^-1
  J leading order=-1.3416 meV
a=1.00: w=0.000, D=6.000, U-w=8.000
  gap=0.9836 meV, <S^2>_BS=0.99970
  J projected=-0.9833 meV = -7.931 cm^-1
  J leading order=-1.0127 meV
J full diagonalization = -0.9870 meV
  the same = -7.961 cm^-1
ratio |J(a=0)|/|J(a=1)| = 3.609
triplet weight in BS, a=1: 0.49985
triplet part minus E_HS, a=1: 0.00370 meV
J from spin parts of BS, a=1: -0.9870 meV
F=sum n(1-n), a=0.25: HS 0.022423
F=sum n(1-n), a=0.25: BS 0.024149
gap slope from F, a=0.25: -3.4512 meV
gap slope by differences: -3.4512 meV
Dirac-like f: |J| at a=0: 2.1726 meV
Dirac-like f: |J| at a=1: 0.9833 meV
s=-0.5: |J| at a=0: 0.4020 meV
s=-0.5: |J| at a=1: 0.9833 meV
no test failed
```
